# Is Hedin's W the interaction between two electrons?: verification in Python

```python
"""Static interactions in the uniform electron gas (Hartree atomic units).

Result under test, with v = 4 pi/q^2, f = xc kernel, K = v + f,
chi0 = Lindhard function, chi = chi0/(1 - K chi0):
  test charge - test charge : I_tt = v + v chi v   (this is Hedin's W)
  test charge - electron    : I_te = v + v chi K   (this is W times Gamma)
  electron - electron       : I_ee = K + K chi K   (two frozen densities)
  Kukkonen-Overhauser form  : I_KO = I_ee - f      (spin-averaged)
The independent side is a self-consistent Kohn-Sham LDA calculation of the
three-dimensional gas with weak sources proportional to cos(q z).
Interactions are second derivatives of its total energy per volume.
Test charges have the sign of the electron charge.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from pyscf.dft import libxc

PI = np.pi


def xc(density):
    """LDA energy per electron, potential and kernel."""
    rho = np.atleast_1d(np.asarray(density, dtype=float))
    e, v, f = libxc.eval_xc('LDA_X,LDA_C_PW', rho, spin=0, deriv=2)[:3]
    return np.ravel(e), np.ravel(v[0]), np.ravel(f[0])


def gas(rs):
    n0 = 3 / (4 * PI * rs**3)
    return n0, (3 * PI**2 * n0)**(1 / 3)


def chemical_potential(n):
    return (3 * PI**2 * n)**(2 / 3) / 2 + xc(n)[1][0]


def dmu_dn(rs):
    n0 = gas(rs)[0]
    s = 1e-4 * n0
    return (chemical_potential(n0 + s) - chemical_potential(n0 - s)) / (2 * s)


def formulas(rs, ratio):
    """All response quantities from the derived formulas, q = ratio*kF."""
    n0, kf = gas(rs)
    q, x = ratio * kf, ratio / 2
    v, f = 4 * PI / q**2, xc(n0)[2][0]
    shape = 0.5 + (1 - x * x) / (4 * x) * np.log(abs((1 + x) / (1 - x)))
    chi0 = -kf / PI**2 * shape
    K = v + f
    chi = chi0 / (1 - K * chi0)
    P = chi0 / (1 - f * chi0)
    return dict(v=v, f=f, chi0=chi0, chi=chi, P=P, Gamma=1 / (1 - f * chi0),
                W=v / (1 - v * P), tt=v + v * chi * v, te=v + v * chi * K,
                ee=K + K * chi * K, ko=v + K * chi * K,
                rpa=v / (1 - v * chi0))


class KohnShamGas:
    """Jellium with potential sum_m V_m cos(m q z); exact transverse k sums."""

    def __init__(self, rs, ratio, nk=800, harmonics=4):
        self.n0, kf = gas(rs)
        q = ratio * kf
        half = int(np.ceil(1 / ratio)) + 3
        waves = q * np.arange(-half, half + 1)
        kz = (np.arange(nk) + 0.5) * q / (2 * nk)
        self.kinetic = (kz[:, None] + waves)**2 / 2
        self.size = len(waves)
        self.weight = q / (2 * PI**2 * nk)
        self.m = np.arange(1, harmonics + 1)
        self.coulomb = 4 * PI / (self.m * q)**2
        angle = 2 * PI * np.arange(32) / 32
        self.cosines = np.cos(np.outer(self.m, angle))
        step = 1e-4 * kf**2 / 2
        zero = np.zeros(harmonics)
        base = self.evaluate(zero, 0, 0)[0]
        self.jacobian = np.array(
            [(self.evaluate(step * unit, 0, 0)[0] - base) / step
             for unit in np.eye(harmonics)]).T

    def evaluate(self, V, test, electron):
        """Residual of the potential, density harmonics, energy/volume."""
        potential = np.zeros((self.size, self.size))
        for m, amplitude in zip(self.m, V):
            potential += amplitude / 2 * (np.eye(self.size, k=m)
                                          + np.eye(self.size, k=-m))
        H = self.kinetic[:, :, None] * np.eye(self.size) + potential
        eps, C = np.linalg.eigh(H)
        levels = np.sort(eps.ravel())
        trial = ((self.n0 / self.weight + np.cumsum(levels))
                 / np.arange(1, levels.size + 1))
        mu = trial[np.count_nonzero(levels < trial) - 1]
        occupation = self.weight * np.maximum(mu - eps, 0)
        A = C * np.sqrt(occupation)[:, None, :]
        A = A.transpose(1, 0, 2).reshape(self.size, -1)
        D = A @ A.T
        N = np.array([2 * np.trace(D, offset=m) for m in self.m])
        charge, xc_density = N.copy(), N.copy()
        charge[0] += test + electron
        xc_density[0] += electron
        n_z = self.n0 + xc_density @ self.cosines
        e_xc, v_xc, _ = xc(n_z)
        v_xc_m = 2 * (self.cosines @ v_xc) / n_z.size
        residual = V - self.coulomb * charge - v_xc_m
        occupied = eps[eps < mu]
        band = self.weight * np.sum(mu**2 - occupied**2) / 2
        energy = (band - V @ N / 2 + np.sum(self.coulomb * charge**2) / 4
                  + np.mean(n_z * e_xc))
        return residual, N, energy

    def solve(self, test, electron):
        V = np.zeros(len(self.m))
        for _ in range(40):
            residual, N, energy = self.evaluate(V, test, electron)
            if np.max(np.abs(residual)) < 1e-12:
                return V[0], N[0], energy
            V = V - np.linalg.solve(self.jacobian, residual)
        raise AssertionError('Kohn-Sham iteration did not converge')


def measured(rs, ratio):
    """The same quantities from self-consistent energies and potentials."""
    system = KohnShamGas(rs, ratio)
    h = 2e-3 * system.n0
    E0 = system.solve(0, 0)[2]
    V_t, N_t, E_t = system.solve(h, 0)
    V_e, N_e, E_e = system.solve(0, h)
    E_same = system.solve(h, h)[2]
    E_opposite = system.solve(h, -h)[2]
    classical = system.coulomb[0] * (N_t + h)
    return dict(tt=4 * (E_t - E0) / h**2, te=(E_same - E_opposite) / h**2,
                ee=4 * (E_e - E0) / h**2, chi0=N_t / V_t, P=N_t / classical,
                Gamma=V_t / classical, W=classical / h,
                te_potential=V_t / h, ee_potential=V_e / h)


print('W, I, v, f, 1/N0: Hartree bohr^3')
print('chi0, chi, P: 1/(Hartree bohr^3); Gamma: no unit')
to_eV_A3 = (const.physical_constants['Hartree energy in eV'][0]
            * (const.physical_constants['Bohr radius'][0] * 1e10)**3)

# Long-wavelength limits against derivatives of the chemical potential.
for rs in (4.0, 6.0):
    n0, kf = gas(rs)
    s = 1e-4 * n0
    inverse_N0 = ((3 * PI**2 * (n0 + s))**(2 / 3)
                  - (3 * PI**2 * (n0 - s))**(2 / 3)) / (4 * s)
    slope = dmu_dn(rs)
    xc_slope = slope - inverse_N0
    small_q = formulas(rs, 1e-3)
    for name, limit in (('tt', slope), ('te', inverse_N0),
                        ('ee', inverse_N0), ('rpa', inverse_N0),
                        ('ko', inverse_N0 - xc_slope)):
        assert abs(small_q[name] - limit) < 1e-4 * inverse_N0, (rs, name)
    print(f'rs = {rs:.0f} bohr: n = {n0:.6f} bohr^-3, kF = {kf:.4f} bohr^-1')
    print(f'  1/N0 = {inverse_N0:.3f}, f = {xc_slope:.3f}')
    print(f'  q->0: I_tt = {slope:.3f}, I_te = {inverse_N0:.3f}, '
          f'I_KO = {inverse_N0 - xc_slope:.3f}')
    print(f'  in eV A^3: {slope * to_eV_A3:.2f}, '
          f'{inverse_N0 * to_eV_A3:.2f}, '
          f'{(inverse_N0 - xc_slope) * to_eV_A3:.2f}')

rs_zero = brentq(dmu_dn, 4.0, 6.0)
print(f'dmu/dn = 0 at rs = {rs_zero:.3f} bohr')

# Finite wave vectors: formulas against the self-consistent gas.
worst = 0.0
for rs, ratio in ((4.0, 0.3), (4.0, 0.8), (4.0, 1.2), (6.0, 0.3)):
    theory, scf = formulas(rs, ratio), measured(rs, ratio)
    pairs = [(name, scf[name], theory[name])
             for name in ('tt', 'te', 'ee', 'chi0', 'P', 'Gamma', 'W')]
    pairs += [('te_potential', scf['te_potential'], theory['te']),
              ('ee_potential', scf['ee_potential'], theory['ee']),
              ('W is test-test', scf['W'], scf['tt']),
              ('W Gamma is test-electron',
               theory['W'] * theory['Gamma'], scf['te'])]
    for name, left, right in pairs:
        deviation = abs(left / right - 1)
        worst = max(worst, deviation)
        # finite source strength and k grid limit the agreement
        assert deviation < 1e-3, (rs, ratio, name, left, right)
    assert theory['tt'] < theory['te'] < theory['ko']
    assert 1 - (theory['v'] + theory['f']) * theory['chi0'] > 0
    if rs > rs_zero:
        assert scf['tt'] < 0 < scf['te']
    print(f'rs = {rs:.0f} bohr, q/kF = {ratio:.1f}: v = {theory["v"]:.3f}')
    print(f'  chi0 = {theory["chi0"]:.5f}, chi = {theory["chi"]:.6f}, '
          f'P = {theory["P"]:.5f}')
    print(f'  Gamma = {theory["Gamma"]:.4f}, W_RPA = {theory["rpa"]:.3f}')
    print(f'  formula: I_tt = {theory["tt"]:.3f}, I_te = {theory["te"]:.3f}, '
          f'I_ee = {theory["ee"]:.3f}')
    print(f'  energies: I_tt = {scf["tt"]:.3f}, I_te = {scf["te"]:.3f}, '
          f'I_ee = {scf["ee"]:.3f}')
    print(f'  I_KO = {theory["ko"]:.3f}')

print(f'largest relative deviation, formula vs Kohn-Sham: {worst:.1e}')
print('done: every assertion held')
```

Printed output:

```
W, I, v, f, 1/N0: Hartree bohr^3
chi0, chi, P: 1/(Hartree bohr^3); Gamma: no unit
rs = 4 bohr: n = 0.003730 bohr^-3, kF = 0.4798 bohr^-1
  1/N0 = 20.571, f = -15.310
  q->0: I_tt = 5.260, I_te = 20.571, I_KO = 35.881
  in eV A^3: 21.21, 82.95, 144.68
rs = 6 bohr: n = 0.001105 bohr^-3, kF = 0.3199 bohr^-1
  1/N0 = 30.856, f = -35.714
  q->0: I_tt = -4.858, I_te = 30.856, I_KO = 66.570
  in eV A^3: -19.59, 124.42, 268.43
dmu/dn = 0 at rs = 5.250 bohr
rs = 4 bohr, q/kF = 0.3: v = 606.549
  chi0 = -0.04825, chi = -0.001634, P = -0.18462
  Gamma = 3.8266, W_RPA = 20.042
  formula: I_tt = 5.369, I_te = 20.543, I_ee = 20.025
  energies: I_tt = 5.369, I_te = 20.543, I_ee = 20.025
  I_KO = 35.335
rs = 4 bohr, q/kF = 0.8: v = 85.296
  chi0 = -0.04593, chi = -0.010898, P = -0.15476
  Gamma = 3.3695, W_RPA = 17.345
  formula: I_tt = 6.006, I_te = 20.239, I_ee = 16.606
  energies: I_tt = 6.006, I_te = 20.239, I_ee = 16.606
  I_KO = 31.916
rs = 4 bohr, q/kF = 1.2: v = 37.909
  chi0 = -0.04228, chi = -0.021621, P = -0.11986
  Gamma = 2.8351, W_RPA = 14.565
  formula: I_tt = 6.838, I_te = 19.387, I_ee = 11.557
  energies: I_tt = 6.838, I_te = 19.387, I_ee = 11.557
  I_KO = 26.867
rs = 6 bohr, q/kF = 0.3: v = 1364.735
  chi0 = -0.03216, chi = -0.000735, P = 0.21628
  Gamma = -6.7241, W_RPA = 30.398
  formula: I_tt = -4.639, I_te = 31.196, I_ee = 30.380
  energies: I_tt = -4.639, I_te = 31.196, I_ee = 30.380
  I_KO = 66.094
largest relative deviation, formula vs Kohn-Sham: 3.1e-06
done: every assertion held
```
